\section*{Steinhardt Parameters Q4 and Q6 of a Perfect Octahedron under Rotation}

\section{The problem}

In a model of an amorphous indium-based oxide film, an indium ion sits at the centre of a perfect octahedron of six oxygen ions. The unit bond directions $\mathbf n_i$ are $\pm\hat{\mathbf x},\pm\hat{\mathbf y},\pm\hat{\mathbf z}$. With $N$ neighbours of equal weight, define
\begin{equation}
c_{lm}=\frac1N\sum_{i=1}^{N}C_{lm}(\mathbf n_i),\qquad
C_{lm}=\sqrt{\frac{4\pi}{2l+1}}\,Y_{lm},\qquad
Q_l=\Big(\sum_{m=-l}^{l}|c_{lm}|^2\Big)^{1/2}.
\label{eq:def}
\end{equation}
The $Y_{lm}$ are orthonormal on the sphere and carry the Condon--Shortley phase. Bond lengths enter only through the choice of neighbours. Find $Q_4$ and $Q_6$, and test whether they depend on the orientation of the octahedron.

\section{A tempting solution, which is wrong}

Put the bonds on the coordinate axes. Two bonds lie at the poles. The other four lie on the equator at azimuths $\phi=0,\pi/2,\pi,3\pi/2$. Since these are evenly spaced, the factors $e^{im\phi}$ seem to cancel for every $m\neq0$, leaving $m=0$ alone. There $C_{l0}=P_l(\cos\theta)$, with
\begin{equation}
P_4(z)=\frac{35z^4-30z^2+3}{8},\qquad
P_6(z)=\frac{231z^6-315z^4+105z^2-5}{16}.
\label{eq:legendre}
\end{equation}
At the poles $P_l(\pm1)=1$. On the equator $P_4(0)=3/8$ and $P_6(0)=-5/16$. Hence
\begin{equation}
c_{40}=\frac{2+4(3/8)}{6}=\frac7{12},\qquad
c_{60}=\frac{2-4(5/16)}{6}=\frac18,
\label{eq:czero}
\end{equation}
and the proposed answer is $Q_4=0.583$, $Q_6=0.125$. As a test, the octahedron is turned about $z$. No polar angle changes, so the answers do not change, and they are declared rotationally invariant.

\section{Where it fails}

The values in \eqref{eq:czero} are correct components. The error is the claim that all others vanish. The equatorial sum is
\begin{equation}
\sum_{k=0}^{3}e^{imk\pi/2}=
\begin{cases}4,& m \text{ a multiple of }4,\\ 0,&\text{otherwise.}\end{cases}
\label{eq:four}
\end{equation}
Four evenly spaced bonds therefore leave $m=\pm4$ standing.

The rotation test could not reveal this. A turn about $z$ multiplies each $c_{lm}$ by a phase, so every $|c_{lm}|$ survives it separately, including $|c_{l0}|$. A tilt of the polar axis is needed. Turn the octahedron so that its $[111]$ direction points along $z$. Every bond then has $\cos^2\theta=1/3$, and
\begin{align}
c_{40}&=\frac18\left(\frac{35}{9}-10+3\right)=-\frac7{18},\\
c_{60}&=\frac1{16}\left(\frac{231}{27}-35+35-5\right)=\frac29.
\end{align}
The supposed $Q_4$ has gone from 0.583 to 0.389 in magnitude, and the supposed $Q_6$ from 0.125 to 0.222. The single component $m=0$ is not an invariant.

\section{The right solution}

\subsection{All components, with the bonds on the axes}

For $m>0$, $C_{lm}=(-1)^m\sqrt{(l-m)!/(l+m)!}\,\sin^m\theta\,P_l^{(m)}(\cos\theta)\,e^{im\phi}$, where $P_l^{(m)}$ is the $m$th derivative. The factor $\sin^m\theta$ removes the polar bonds when $m\ne0$. By \eqref{eq:four}, only $m=0,\pm4$ remain for $l=4$ and $l=6$.

Differentiating \eqref{eq:legendre} four times gives $P_4^{(4)}=35\cdot24/8=105$ and $P_6^{(4)}(0)=-315\cdot24/16=-945/2$. Four equatorial bonds out of six supply a factor $2/3$:
\begin{align}
c_{44}&=\frac23\,\frac{105}{\sqrt{8!}}=0.3486, & |c_{44}|^2&=\frac{35}{288},\\
c_{64}&=-\frac23\,\frac{945}{2}\sqrt{\frac{2!}{10!}}=-0.2339, & |c_{64}|^2&=\frac7{128}.
\end{align}
Since $C_{l,-m}=(-1)^mC_{lm}^*$, the component $m=-4$ has the same modulus. Therefore
\begin{align}
Q_4^2&=\frac{49}{144}+2\cdot\frac{35}{288}=\frac{84}{144}=\frac7{12},
& Q_4&=0.764,\\
Q_6^2&=\frac1{64}+2\cdot\frac7{128}=\frac8{64}=\frac18,
& Q_6&=0.354.
\end{align}

\subsection{Why a rotation changes nothing}

Let $R$ be a rotation. The angular Laplacian has the same form in all rotated frames, so $Y_{lm}(R\mathbf n)$ is still an eigenfunction with the same $l$. It can be expanded as
\begin{equation}
Y_{lm}(R\mathbf n)=\sum_{m'}Y_{lm'}(\mathbf n)\,U_{m'm}.
\end{equation}
A rotation also preserves areas on the sphere, so the rotated functions remain orthonormal:
\begin{equation}
\delta_{mk}=\int Y_{lm}^*(R\mathbf n)Y_{lk}(R\mathbf n)\,d\Omega
=\sum_{m'}U_{m'm}^*U_{m'k}.
\end{equation}
Thus $U^\dagger U=1$, and because $U$ is a finite square matrix, $UU^\dagger=1$ too. Averaging over bonds gives the row vector $c'=cU$, whence
\begin{equation}
\sum_m|c'_{lm}|^2=c\,UU^\dagger c^\dagger=\sum_m|c_{lm}|^2 .
\end{equation}
Rotation moves weight between components but keeps the total.

The $[111]$ orientation shows this for $l=4$. Three bonds point up, $120^\circ$ apart, and their opposites point down, so only $m=0,\pm3$ can survive. Under inversion $C_{43}$ is even, so the two triplets add. All six bonds contribute equally, and
\begin{equation}
|c_{43}|^2=\frac{1!}{7!}(105)^2\cos^2\theta\,\sin^6\theta
=\frac{35}{16}\cdot\frac13\cdot\frac8{27}=\frac{35}{162}.
\end{equation}
The total is $49/324+2(35/162)=189/324=7/12$, as before. In a numerical test with 500 random rotations, $c_{40}$ ranged from $-0.389$ to $0.575$, while $Q_4$ and $Q_6$ changed by less than $10^{-15}$, which is rounding error.

\subsection{A second road, using angles between bonds}

The addition theorem, $P_l(\mathbf n\cdot\mathbf n')=\sum_mC_{lm}^*(\mathbf n)C_{lm}(\mathbf n')$, turns \eqref{eq:def} into
\begin{equation}
Q_l^2=\frac1{N^2}\sum_{i,j}P_l(\mathbf n_i\cdot\mathbf n_j).
\label{eq:pairs}
\end{equation}
Only mutual angles appear, so the invariance is visible at once. In the octahedron each bond sees itself, one opposite bond and four perpendicular bonds. For even $l$,
\begin{equation}
Q_l^2=\frac{1+1+4P_l(0)}6=\frac{1+2P_l(0)}3,
\end{equation}
which again gives $7/12$ and $1/8$.

This also explains the wrong numbers. With $z$ along a bond, $c_{l0}$ is the average of $P_l$ over the angles seen from that bond. All six bonds are equivalent, so this equals the full average in \eqref{eq:pairs}: $c_{l0}=Q_l^2$. The tempting solution had found the squares of the correct answers.

\section{From the perfect unit to an oxide film}

\subsection{Distortion}

For even $l$, $P_l'(0)=0$, and an opposite pair sits at an extremum of $P_l(\cos\theta)$ as a function of angle. Small angular distortions therefore change $Q_4^2$ and $Q_6^2$ only from second order onward. The coefficients can still be large. Take a trigonal distortion that keeps inversion symmetry, so that perpendicular pairs acquire cosines $\pm c$. Each bond has two neighbours of each sign, and
\begin{equation}
Q_l^2=\frac{1+2P_l(c)}3,\qquad
Q_4^2\simeq\frac7{12}-\frac52c^2,\qquad
Q_6^2\simeq\frac18+\frac{35}8c^2 .
\end{equation}
For angles of $80^\circ$ and $100^\circ$, $c^2=0.030$. The second-order term then adds about $0.13$ to $Q_6^2$, roughly doubling it. The full formula gives $Q_4=0.715$ and $Q_6=0.495$. Elongation and flattening with the same $|c|$ cannot be told apart by these two numbers.

\subsection{Disorder}

Let each bond direction fluctuate independently, with axial symmetry about its ideal direction $\mathbf n_i^0$. In a frame with $\mathbf n_i^0$ as pole, the azimuthal average removes all $m\neq0$, leaving $\langle C_{lm}(\mathbf n_i)\rangle=g_lC_{lm}(\mathbf n_i^0)$, where $g_l=\langle P_l(\cos\theta)\rangle$ and $\theta$ is the deflection. Both sides transform with the same $U$, so this holds in any frame. In \eqref{eq:pairs} the six self terms still give $6/36=1/6$, while each term with $i\ne j$ is multiplied by $g_l^2$:
\begin{equation}
\langle Q_l^2\rangle=\frac16+g_l^2\left(Q_{l,0}^2-\frac16\right),
\label{eq:disorder}
\end{equation}
where $Q_{l,0}$ is the perfect value. Six fully random directions have $g_l=0$ and an rms value of $1/\sqrt6=0.408$. The perfect $Q_4$ lies above this, but the perfect $Q_6$ lies below it. Within this model, disorder lowers the rms $Q_4$ and raises the rms $Q_6$, so a $Q_6$ below the random value 0.408 is not by itself a sign of disorder. This is a statement about the average: single distorted sites scatter to both sides of 0.354, and in the example below about a third of them lie under it.

Take a rough In--O length of 0.218 nm and a Gaussian tangential oxygen displacement with a chosen standard deviation of 0.030 nm per component. This is an angular width of about $7.9^\circ$ per component, or an rms deflection $\theta$ of about $11^\circ$. The $g_l$ depend on the shape of the distribution as well as on its width. For this Gaussian, $g_4=0.834$ and $g_6=0.681$, and
\begin{align}
\langle Q_4^2\rangle&=0.1667+0.695(0.5833-0.1667)=0.456,\\
\langle Q_6^2\rangle&=0.1667+0.464(0.1250-0.1667)=0.147.
\end{align}
The rms values are 0.676 and 0.384. Direct random sampling gives 0.675 and 0.384, with site-to-site standard deviations of 0.038 and 0.048.

\subsection{How far a real site may depart}

The bond length is a rough value for indium oxides, whereas the static disorder is a model choice. Thermal motion alone is a smaller effect here. An oxygen oscillator with a rough 40 meV quantum, with cation motion left out, gives an rms $Q_4$ of 0.758 at 300 K and 0.754 at 600 K, about 1\% below the perfect value. These figures depend on the quantum chosen: 20 meV gives 0.744 and 0.726, and independent indium motion with a 15 meV quantum lowers each value by about a further 0.01. All remain well above the 0.676 of the static model. The assumption of a perfect octahedron can matter more. In the bixbyite structure of indium oxide, the cation sites derive from a cube of oxygens with two corners missing. Before relaxation, $(Q_4,Q_6)$ is $(0.584,0.680)$ if the missing corners lie on a body diagonal and $(0.535,0.646)$ if they lie on a face diagonal. Relaxation changes these values strongly. With crystallographic coordinates the two sites give roughly $(0.72,0.49)$ and $(0.60,0.42)$, the first close to the trigonal example above. Six-fold coordination alone thus does not imply the perfect-octahedron values.

Neighbour counting matters as well. With one oxygen missing, \eqref{eq:pairs} has 5 self terms, 4 opposite terms and 16 perpendicular terms:
\begin{equation}
Q_4^2=\frac{9+16(3/8)}{25}=\frac35,\qquad
Q_6^2=\frac{9-16(5/16)}{25}=\frac4{25}.
\end{equation}
So $Q_4$ rises to 0.775. This shift of 0.011, taken between undistorted units, is smaller than the spread of 0.038 found above, so $Q_4$ is a poor detector of the missing oxygen in that model. The coordination number shows it directly. Among the $Q_l$, a more sensitive sign than $Q_4$ is $Q_1$, the length of the mean bond vector, which goes from 0 to $1/5$ when the other bonds are undistorted. A nonzero $Q_1$ is not specific to a vacancy, however: moving the cation 0.020 nm along a bond gives $Q_1=0.061$, with $Q_4=0.743$ and $Q_6=0.336$. The disorder model above gives a mean $Q_1$ of about 0.07 with six bonds, and the unrelaxed face-diagonal site has $Q_1=0.19$ with no oxygen removed from it. The comparison also assumes that the five remaining bonds stay in place. If they rearrange into a trigonal bipyramid, $Q_1$ returns to 0 while $Q_4$ falls to 0.625.

The opposite error is a cutoff that is too long. If perfect octahedra share an edge, the nearest cation lies at $\sqrt2\times0.218=0.308$ nm. In crystalline indium oxide, where the octahedra are distorted, it is farther away, at about 0.335 nm. In the ideal geometry, counting one such cation as a seventh neighbour lowers $Q_4$ to 0.643 and $Q_6$ to 0.250.

Finally, rotational invariance limits what these numbers say about crystallization. Identical octahedra have the same $Q_4$ and $Q_6$ whether they are aligned or randomly oriented. To detect alignment between sites $a$ and $b$, one can use $\sum_mc_{lm}(a)c_{lm}^*(b)$. It is unchanged when the whole sample is rotated, because both vectors acquire the same $U$, but it generally changes when one octahedron turns relative to the other. A crystal need not give full alignment: in bixbyite the neighbouring sites differ in shape and orientation, and the normalized overlap is only about 0.2 to 0.7 for $l=4$, against about 0.95 for $l=6$.

\section*{Computed results}
\begin{verbatim}
All Q_l and c_lm are dimensionless
Perfect octahedron: Q4^2 = 0.583333, Q4 = 0.763763
  P4(0) = 0.375000
Perfect octahedron: Q6^2 = 0.125000, Q6 = 0.353553
  P6(0) = -0.312500
Bonds on axes: c_40 = 0.583333, c_44 = 0.348608
Bonds on axes: c_60 = 0.125000, c_64 = -0.233854
[111] along z: c_40 = -0.388889, c_60 = 0.222222
[111] along z: Q4 = 0.763763, Q6 = 0.353553
Random rotations tested: 500
  sampled c_40 from -0.389 to 0.575
  largest change: Q4 3.3e-16, Q6 3.9e-16
In-O length (rough) = 0.218 nm
Ideal edge-sharing cation distance = 0.308 nm
Static tangential disorder = 0.030 nm per component
  angular width = 7.88 deg per component
  g_4 = 0.8338, rms Q4 formula 0.6755, sampled 0.6753
  site-to-site standard deviation of Q4 = 0.038
  g_6 = 0.6815, rms Q6 formula 0.3838, sampled 0.3838
  site-to-site standard deviation of Q6 = 0.048
Six random directions: rms formula 0.4082, sampled Q4 0.4091, Q6 0.4078
Oxygen vibration quantum (rough) = 40 meV
Thermal only, 300 K: u = 0.0071 nm per component, rms Q4 0.7580, Q6 0.3561
Thermal only, 600 K: u = 0.0094 nm per component, rms Q4 0.7538, Q6 0.3579
Cation shift used below = 0.020 nm
cation shifted along a bond: Q1 = 0.0609, Q4 = 0.7427, Q6 = 0.3362
trigonal, adjacent angles 80/100 deg: Q1 = 0.0000, Q4 = 0.7146, Q6 = 0.4952
one oxygen missing (5 bonds): Q1 = 0.2000, Q4 = 0.7746, Q6 = 0.4000
one extra cation counted (7 bonds): Q1 = 0.1429, Q4 = 0.6429, Q6 = 0.2500
cube minus body diagonal: Q1 = 0.0000, Q4 = 0.5844, Q6 = 0.6799
cube minus face diagonal: Q1 = 0.1925, Q4 = 0.5354, Q6 = 0.6461
\end{verbatim}
